# Does a flat silicide film agglomerate from infinitesimal ripples?

## Question

I am annealing a silicide contact film, 30 nm thick, on silicon. The surface energies say that islands with a contact angle of 60° would have less energy than the continuous film. I picture the break-up like that of a liquid thread: some faint ripple of long wavelength grows until its troughs reach the silicon.

Is that right for a uniform, isotropic, unstressed film in which atoms move by surface diffusion? If so, which wavelength grows fastest? If not, what starts the agglomeration?

## Answer

No wavelength grows in that film. Having a lower-energy state elsewhere does not make the flat state unstable to small ripples. The two questions need separate calculations.

**The ideal film.** Let the free surface be $z=h(x,y,t)$, with mean $h_0$ and constant surface energy $\gamma>0$. Assume no stress, grain boundaries, edges or pinholes, and no energy that depends on local thickness (no wetting forces). The silicide keeps its composition and moves in whole formula units of volume $\Omega$. The buried interface is flat.

For small slopes the surface energy is

$$E=\gamma\int\left(1+\tfrac12|\nabla h|^2\right)dx\,dy .$$

A ripple $h=h_0+a\cos kx$ has $h_x^2=a^2k^2\sin^2kx$, with average $a^2k^2/2$. Its energy cost per unit area is therefore

$$e=\tfrac14\gamma k^2a^2>0 .$$

If the buried interface, of energy $\gamma_i$, ripples too, it adds $\gamma_i k^2a_i^2/4$. Without wetting forces nothing couples the two surfaces, so the cost is positive for any relative phase.

Now the kinetics. Varying $E$ and integrating by parts with periodic boundaries gives

$$\delta E=\gamma\int\nabla h\cdot\nabla\delta h\,dx\,dy=-\gamma\int(\nabla^2h)\,\delta h\,dx\,dy .$$

Adding one unit adds volume $\Omega$, so its chemical potential, relative to a flat film, is $\mu=-\gamma\Omega\nabla^2h$. This is positive on a crest. With surface diffusivity $D_s$ and $n_s$ mobile units per area, the flux and the conservation of volume read

$$\mathbf J=-\frac{D_sn_s}{k_BT}\nabla\mu,\qquad h_t=-\Omega\nabla\cdot\mathbf J=\frac{D_sn_s\Omega}{k_BT}\nabla^2\mu .$$

Inserting $\mu$,

$$h_t=-B\nabla^4h,\qquad B=\frac{D_s\gamma\Omega^2n_s}{k_BT}.$$

On a Fourier mode $\nabla^2$ gives $-|\mathbf k|^2$, so $\nabla^4$ gives $|\mathbf k|^4$ and

$$a(t)=a(0)\,e^{-B|\mathbf k|^4t}.$$

Every mode with $\mathbf k\neq0$ decays. The mode $\mathbf k=0$ is a change of mean thickness, which conservation of volume forbids. The thickness does not enter the rate, so a wavelength much greater than $h_0$ is no exception; it is merely slow. Nor can decaying modes combine to open a hole: $|h-h_0|$ never exceeds the sum of the initial amplitudes, which is below $h_0$ for a sufficiently small disturbance.

**Finite ripples.** For a profile $h(x,t)$ of any slope, let $W=\sqrt{1+h_x^2}$, let $s$ be arc length and let $\kappa=-(h_x/W)_x$, positive on a crest. The full law is $v_n=B\kappa_{ss}$ for the normal velocity, and $h_t\,dx=v_n\,ds$. The length $L_s=\int W\,dx$ of one period changes as

$$\frac{dL_s}{dt}=\int\frac{h_xh_{xt}}{W}dx=\int\kappa h_t\,dx=B\int\kappa\kappa_{ss}\,ds=-B\int\kappa_s^2\,ds\le0 .$$

Equality needs constant $\kappa$. Integrating $(h_x/W)_x=-\kappa$ over a period then gives $\kappa=0$, a flat surface. This holds while the profile remains a single-valued function of $x$ and does not touch the substrate. A falling length does not bound the depth of a trough, however. The profile $h=30+39\cos kx+13.8\cos2kx$ nm starts 2.4 nm above the substrate; its second harmonic, which fills the trough, decays 16 times faster in the linear law, and for $\lambda=500$ nm the full equation brings the trough to the substrate after about 320 s. A disturbance comparable to $h_0$ can thus open a hole although no mode grows.

**Why a thread differs.** A free cylinder of radius $R$ has a second curvature, around its axis. For $r=R+\delta$ with $\delta\propto\cos kz$, to first order,

$$\kappa=\frac1r-r_{zz}\simeq\frac1R+\left(k^2-\frac1{R^2}\right)\delta,\qquad
\delta_t=B\kappa_{zz}=Bk^2\left(\frac1{R^2}-k^2\right)\delta .$$

A neck is more strongly curved around the axis, which drives material out of it. Ripples with $\lambda>2\pi R$ grow. The rate is greatest at $k^2=1/(2R^2)$, where it equals $B/(4R^4)$. The plane has no such term.

**Numbers.** I take $T=873$ K, an anneal of 60 s, $\gamma=1.0$ J/m², $\Omega=0.024$ nm³, $n_s=12.0$ nm⁻² and an assumed $D_s=10^{-10}$ cm²/s $=10^{-14}$ m²/s. With $k_BT=0.0752$ eV $=1.205\times10^{-20}$ J,

$$B=\frac{10^{-14}\times1.0\times(2.4\times10^{-29})^2\times1.202\times10^{19}}{1.205\times10^{-20}}\ \mathrm{m^4/s}\approx5.7\times10^3\ \mathrm{nm^4/s}.$$

For $\lambda=200$ nm, $k=0.0314$ nm⁻¹ and $1/(Bk^4)\approx180$ s; the anneal removes 29% of the amplitude. At 100 nm the time is 11 s. At 1 µm it is $1.1\times10^5$ s, and only 0.05% is lost. A long ripple may thus look permanent, but it is not growing.

Solving the full equation for a 10 nm ripple of 200 nm wavelength leaves 0.380 of its first harmonic after one linear damping time, against $e^{-1}=0.368$. The finite slope slows the decay slightly. By contrast, a free cylinder of radius 30 nm is unstable beyond 188 nm, with a shortest growth time of 564 s at the same $B$. The numerical output below lists the other values.

**What could reverse the sign?** Suppose another effect changes the ripple energy to $e=Ga^2/4$. Then $\mu/\Omega$ has amplitude $Ga$ instead of $\gamma k^2a$, and the growth rate becomes $-(B/\gamma)k^2G$. Growth requires $G<0$.

*Wetting forces.* Take an energy per area $w=-A/(12\pi h^2)$, with $A>0$ favouring thinning. Two derivatives give $w''=-A/(2\pi h^4)$. The ripple adds $w''a^2/4$ on average, so

$$G=\gamma k^2-\frac{A}{2\pi h_0^4},\qquad k_c=\frac1{h_0^2}\sqrt{\frac A{2\pi\gamma}} .$$

Ripples with $k<k_c$ grow at $Bk^2(k_c^2-k^2)$, at most $Bk_c^4/4$. So the decay of every wavelength does depend on neglecting this force. For $A=2.5$ eV the band starts at 22 µm, and the shortest growth time is about 3600 years. In this model it falls to 60 s only at a thickness of about 2 nm. The value of $A$ is generous: Lifshitz estimates for vacuum, a model Drude–Lorentz metal and silicon give roughly 1–2 eV without retardation and an effective value near 0.4 eV at 30 nm with it. The growth time varies as $A^{-2}$.

*Stress.* Let the film carry a uniform stress $\sigma$ along $x$, with equal elastic constants in film and substrate (Young modulus $E_Y$, Poisson ratio $\nu$). Extended up to the rippled surface, this stress leaves a traction $-\sigma h_x$. A free surface therefore needs a corrective traction $+\sigma h_x$, of amplitude $q=\sigma ka$.

For a half-space $y<0$ under shear traction $q\sin kx$, the Airy function $(q/k)\,y\,e^{ky}\cos kx$ gives, at $y=0$, $\sigma_{yy}=0$, $\sigma_{xy}=q\sin kx$ and $\sigma_{xx}=2q\cos kx$. In plane strain $u_x'=(1-\nu^2)\sigma_{xx}/E_Y$, so $u_x=2(1-\nu^2)q\sin kx/(E_Yk)$. The stored energy per area is half the average of traction times displacement:

$$U=\frac{(1-\nu^2)q^2}{2E_Yk}.$$

The cross term between the uniform stress and the corrective strain is the work of the traction $-\sigma h_x$ on $u_x$, which is $-2U$. The net change is $-2U+U=-U$, and setting it equal to its share of $Ga^2/4$ gives

$$G=\gamma k^2-\frac{2(1-\nu^2)\sigma^2k}{E_Y},\qquad k_\sigma=\frac{2(1-\nu^2)\sigma^2}{E_Y\gamma}.$$

The growth rate $Bk^3(k_\sigma-k)$ peaks at $k=3k_\sigma/4$ with value $27Bk_\sigma^4/256$. For $E_Y=200$ GPa, $\nu=0.30$ and $\sigma=1$ GPa, wavelengths above 0.69 µm grow, but the shortest growth time is 67 h. At 0.1 GPa the threshold wavelength is 69 µm, 100 times greater. The shortest growth time varies as $k_\sigma^{-4}$, hence as $\sigma^{-8}$, and is $10^8$ times longer. The same law works upwards: 16 min at 2 GPa and about 37 s at 3 GPa. Where the wavelength far exceeds $h_0$, the substrate's stiffness also matters: under the same film, an isotropic substrate with $E_Y=130$ GPa and $\nu=0.28$ changes the 1 GPa values to 0.59 µm and 30 h. The effect fades as $kh_0$ approaches 1: the time shortens about sixfold at 0.1 GPa, but only to 12 min at 2 GPa and 32 s at 3 GPa, so the $\sigma^{-8}$ law is exact only for equal elastic constants.

*Anisotropy.* If $\gamma$ depends smoothly on the surface angle $\vartheta\simeq h_x$, expanding $\gamma(\vartheta)\sqrt{1+h_x^2}$ to second order replaces $\gamma$ by the stiffness $\gamma+\gamma''$; the linear term averages to zero. For $\gamma_0(1+\epsilon\cos4\vartheta)$ the stiffness at $\vartheta=0$ is $\gamma_0(1-15\epsilon)$. It is negative for $\epsilon>1/15\approx0.067$, and the flat surface then loses its stability.

**How can the film still prefer islands?** Cut a straight-walled hole of radius $r$ and spread its material over a large film. The wall costs $2\pi rh_0\gamma$. The floor replaces $\gamma+\gamma_i$ by the bare-substrate energy $\gamma_{Si}=\gamma_i+\gamma\cos\theta$, where $\theta$ is the contact angle. Hence

$$\Delta E=2\pi rh_0\gamma-\pi r^2\gamma(1-\cos\theta),$$

$$r^*=\frac{h_0}{1-\cos\theta},\qquad \Delta E^*=\frac{\pi h_0^2\gamma}{1-\cos\theta}.$$

With $\gamma_i=0.5$ and $\gamma_{Si}=1.0$ J/m², $\theta=60^\circ$ and uncovering substrate gains 0.5 J/m². Yet $r^*=60$ nm and the barrier is $3.5\times10^4$ eV, or $4.7\times10^5\,k_BT$. Both numbers are upper estimates. A wall of constant mean curvature that meets the substrate at $\theta$ and flattens at the edge of a circular cell of radius 1 µm gives $r^*\approx8$ nm and $3.6\times10^3$ eV, about ten times less; for a cell of 100 µm the values fall to 3.5 nm and $1.7\times10^3$ eV, still above $10^4\,k_BT$. The estimate shows how a film can be stable to ripples and still lose energy once a large enough hole exists.

**Grain boundaries supply a finite disturbance.** Where a boundary of energy $\gamma_{gb}$ meets the free surface, force balance requires $2\gamma\sin\beta=\gamma_{gb}$. For $\gamma_{gb}=0.5$ J/m² the slope angle is $\beta=14.5^\circ$, however flat the film was at first.

For an isolated groove of small slope $m=\tan\beta$, solve $h_t=-Bh_{xxxx}$ on both sides. The slope jumps by $2m$ at the root, and this jump must be excluded from the curvature: $h_t=-B\partial_x^2[h_{xx}-2m\delta(x)]$. The Fourier transform of the displacement obeys $\hat u_t=-Bk^4\hat u-2mBk^2$, so from a flat start $\hat u=-(2m/k^2)(1-e^{-Bk^4t})$. Inverting at $x=0$, with $q=k(Bt)^{1/4}$ now a dimensionless variable,

$$d=\frac{2m}{\pi}(Bt)^{1/4}\int_0^\infty\frac{1-e^{-q^4}}{q^2}dq=\frac{2\Gamma(3/4)}{\pi}m(Bt)^{1/4}\approx0.780\,m(Bt)^{1/4}.$$

Integration by parts turns the integral into $4\int_0^\infty q^2e^{-q^4}dq=\Gamma(3/4)$. After 60 s, $d\approx4.9$ nm; keeping the full slope lowers the constant to 0.766 and the depth to 4.8 nm. At the small-slope rate this groove alone needs about 24 h to cut 30 nm. That holds only for grains wider than about 0.7 µm; between narrower strip grains the free-surface groove saturates short of the substrate, as shown next.

For parallel strip grains of width $L$, equilibrium requires constant curvature: an arc of radius $\rho=L/(2\sin\beta)$. Its segment area divided by $L$ is the groove depth below the mean surface,

$$\frac{\rho^2(\beta-\sin\beta\cos\beta)}L=L\,\frac{\beta-\sin\beta\cos\beta}{4\sin^2\beta}.$$

This is $0.0425L$ at the free surface. The same balance at the buried interface, with $\gamma_i$ for $\gamma$, gives $0.0906L$ if material can move there. The grooves meet when $L=30/(0.0425+0.0906)\approx225$ nm; with free-surface grooves alone, the width is about 706 nm. The limit depends on grain shape: with spherical caps on regular polygonal grains the corners groove deepest, and the two grooves meet there at a width across flats of about 187 nm for hexagons and 103 nm for squares. These are equilibrium limits and do not say that rupture occurs within 60 s.

**Beside a real contact.** The thickness and temperature are in the rough regime of nickel monosilicide contacts, whose thin films are known to agglomerate at roughly 600 °C. The other inputs are round values, and $D_s$ is especially uncertain: damping times vary as $1/D_s$, early groove depth as $D_s^{1/4}$. Real films are polycrystalline and anisotropic. In this model, admitting grain boundaries changes the outcome from no rupture by a small ripple of any wavelength to possible rupture for strip grains wider than about 225 nm. For your film I would therefore examine grain size, grooves and existing holes, and also the stress at the anneal temperature: in this model a fastest-growing ripple that starts at 0.3–1 nm stays well below the 4.9 nm groove depth during 60 s at 2 GPa and below. At 2 GPa it overtakes an isolated groove only after roughly 40–60 min, and only if the stress does not relax meanwhile.

## Table of computed values

```
film thickness: 30 nm
temperature: 873 K; anneal time: 60 s
surface energy of film: 1.00 J/m2
buried interface energy: 0.50 J/m2
bare substrate energy: 1.00 J/m2
grain-boundary energy: 0.50 J/m2
surface diffusivity (assumed): 1.0e-10 cm2/s
formula-unit volume: 0.024 nm3
surface density of units: 12.02 nm^-2
thermal energy: 0.0752 eV
Mullins coefficient B: 5744 nm4/s
wavelength 50 nm: damping time 0.698 s, lost in anneal 100 %
wavelength 100 nm: damping time 11.2 s, lost in anneal 99.5 %
wavelength 200 nm: damping time 179 s, lost in anneal 28.5 %
wavelength 500 nm: damping time 6.98e+03 s, lost in anneal 0.856 %
wavelength 1000 nm: damping time 1.12e+05 s, lost in anneal 0.0537 %
wavelength 10000 nm: damping time 1.12e+09 s, lost in anneal 5.37e-06 %
linear fraction left after one damping time: 0.3679
same, 1 nm ripple of 200 nm wavelength, full equation: 0.3680
same, 10 nm ripple of 200 nm wavelength, full equation: 0.3798
maximum slopes of these two ripples: 0.0314, 0.3142
free cylinder, radius 30 nm, cutoff wavelength: 188.5 nm
cylinder fastest wavelength: 266.6 nm
cylinder shortest growth time: 564.1 s
Hamaker constant: 2.50 eV
wetting cutoff wavelength: 22.40 um
wetting shortest growth time: 1.12e+11 s = 3.57e+03 years
thickness where wetting growth time equals anneal: 2.08 nm
Young modulus: 200 GPa; Poisson ratio: 0.30
stress 0.1 GPa: cutoff wavelength 69 um, shortest growth time 6.69e+09 h
stress 1.0 GPa: cutoff wavelength 0.69 um, shortest growth time 66.9 h
critical fourfold anisotropy: 0.0667
contact angle: 60.0 degrees
energy gain on uncovering substrate: 0.50 J/m2
critical hole radius: 60.0 nm
hole barrier: 3.53e+04 eV = 4.69e+05 kT
groove slope angle at free surface: 14.48 degrees
early groove constant: 0.7801
groove depth after anneal: 4.88 nm
groove depth / grain width, free surface: 0.0425
groove depth / grain width, buried interface: 0.0906
rupture grain width, free surface grooves only: 706 nm
rupture grain width, both interfaces groove: 225 nm
```
